\section*{Radiative width, sheet reflection and cavity coupling of a two-dimensional exciton, part 1}

(Sections cited here and not found follow in the second part.)

\section{Radiative width and reflection of the sheet}

An exciton confined to a plane in a transparent medium of refractive index $n$ emits light at a rate set by its energy, the index and its squared transition dipole per area. Let $\omega_0$ be the exciton energy and $M^2$ the squared in-plane transition dipole divided by the area. For vanishing in-plane momentum the population decays at the rate
\begin{equation}
\Gamma_0=\frac{4\pi\omega_0M^2}{nc}.
\label{eq:gamma0}
\end{equation}
The same number sets the reflection of the sheet and its coupling to a cavity with ideal mirrors a distance $L$ apart:
\begin{equation}
r(\omega)=\frac{i\Gamma_0/2}{\omega_0-\omega-i(\gamma+\Gamma_0)/2},
\qquad
g=\sqrt{\frac{\Gamma_0c}{nL}} .
\label{eq:results}
\end{equation}
Here $\gamma$ is the nonradiative width and $g$ is the coupling at an antinode of the field. Without losses, the two resonant polaritons are split by $2g$. All widths are full widths at half maximum, equal to population decay rates; amplitudes decay at half these rates.

Atomic units are used, with $4\pi\varepsilon_0=1$ and $c=137.036$. The magnetic field is scaled so that a plane wave in the medium has $B=nE$. Fields vary as $e^{-i\omega t}$. The index $n$ is taken as real and constant over the frequencies that matter, and $\Gamma_0$, $\gamma$ and $g$ are small compared with $\omega_0$.

The first quantity needed is $M$. In a two-band model, an exciton at rest is a superposition of electron--hole pairs $|\mathbf k\rangle$ with normalized amplitudes $\varphi_{\mathbf k}$. These are the Fourier coefficients of the relative-motion envelope $\varphi(\boldsymbol\rho)$ on an area $A$:
\begin{equation}
\varphi(\boldsymbol\rho)=\frac{1}{\sqrt A}\sum_{\mathbf k}\varphi_{\mathbf k}e^{i\mathbf k\cdot\boldsymbol\rho},
\qquad
\sum_{\mathbf k}\varphi_{\mathbf k}=\sqrt A\,\varphi(0).
\end{equation}
The second relation is the first one at $\boldsymbol\rho=0$. Let each pair have the same interband dipole $d$ along the chosen in-plane direction. This is a good approximation if the envelope spans many lattice cells and $d$ varies smoothly with $\mathbf k$, because the exciton then contains only pairs from a small part of the band. The pair dipoles add coherently, and the total transition dipole is
\begin{equation}
D=d\sum_{\mathbf k}\varphi_{\mathbf k}=\sqrt A\,M,
\qquad M^2=|d|^2|\varphi(0)|^2 .
\label{eq:dipole}
\end{equation}
The squared dipole thus grows in proportion to the area. If several degenerate spin or valley copies couple to the same linear polarization, $|d|^2$ stands for the sum over the copies. A test on a lattice with a contact attraction confirms that the squared pair sum per site equals the contact probability of electron and hole, and that it no longer depends on the lattice size once the lattice is much larger than the bound pair.

For a Coulomb attraction screened by a dielectric constant $\varepsilon$, and for reduced mass $\mu$, the relative motion obeys
\begin{equation}
\left[-\frac{1}{2\mu}\left(\frac{d^2}{d\rho^2}+\frac1\rho\frac{d}{d\rho}\right)-\frac{1}{\varepsilon\rho}\right]\varphi=E\varphi .
\end{equation}
Inserting $\varphi=Ne^{-\rho/\lambda}$ gives
\begin{equation}
-\frac{1}{2\mu\lambda^2}+\frac1\rho\left(\frac{1}{2\mu\lambda}-\frac1\varepsilon\right)=E .
\end{equation}
The terms in $1/\rho$ must cancel, so $\lambda=\varepsilon/(2\mu)$. What remains is $E=-1/(2\mu\lambda^2)=-2\mu/\varepsilon^2$. The function has no node and is therefore the ground state. Its normalization follows from
\begin{equation}
1=2\pi N^2\int_0^\infty\rho\,e^{-2\rho/\lambda}d\rho
=2\pi N^2\frac{\lambda^2}{4},
\qquad |\varphi(0)|^2=N^2=\frac{2}{\pi\lambda^2}.
\end{equation}
A different screening law would change $\varphi(0)$, but the optical results below depend on the envelope through $M^2$ alone.

The numerical example uses round model parameters and stands for no particular material: $\mu=0.25$, $\varepsilon=n^2=4$, $d=1.5$ and $\omega_0=0.07$. Then $\lambda=4/0.5=8$ bohr, the binding energy is $0.5/16=0.03125$ hartree, and
\begin{equation}
|\varphi(0)|^2=\frac{2}{64\pi}=0.009947,\qquad
M^2=(1.5)^2(0.009947)=0.02238 .
\end{equation}
A decay length of 8 bohr is comparable to the lattice constants of real crystals, so the constant $d$ is here an assumption of the model and does not follow from a large envelope. Diagonalization in a basis that does not contain the exponential solution reproduces the binding energy and the contact density to all printed digits.

The radiative rate follows from the quantized field. In a box of volume $V=AL_z$, a mode of wave vector $\mathbf q$, frequency $\omega$ and unit polarization $\mathbf e$ has the field
\begin{equation}
\mathbf E=iE_0\mathbf e\left(a\,e^{i\mathbf q\cdot\mathbf r}-a^\dagger e^{-i\mathbf q\cdot\mathbf r}\right).
\end{equation}
In the vacuum state $\langle E^2\rangle=E_0^2$. The zero-point energy $\omega/2$ is shared equally between the electric and magnetic fields, so
\begin{equation}
\frac{n^2E_0^2V}{8\pi}=\frac{\omega}{4},
\qquad E_0^2=\frac{2\pi\omega}{n^2V}.
\label{eq:vacuum}
\end{equation}
The interaction is minus the dipole times the field. An exciton of in-plane momentum $\mathbf K$ couples to photons of the same in-plane momentum, because the sheet is translationally invariant; the component $q_z$ is free. The coupling to one mode therefore obeys
\begin{equation}
|g_q|^2=AM^2e_\parallel^2E_0^2
=\frac{2\pi\omega M^2e_\parallel^2}{n^2L_z},
\label{eq:gq}
\end{equation}
where $e_\parallel$ is the component of $\mathbf e$ along the exciton dipole. The area has cancelled: a larger sheet has a larger dipole, but the vacuum field of each mode is weaker by the same factor.

Let $\theta$ be the angle between the emitted light and the normal, so that $K=(n\omega_0/c)\sin\theta$. For $s$ polarization the electric field lies in the plane, perpendicular to $\mathbf K$, and $e_\parallel=1$. For $p$ polarization the field is perpendicular to $\mathbf q$ within the plane of incidence, and its in-plane component is $e_\parallel=\cos\theta$. These two cases belong to excitons with dipoles perpendicular and parallel to $\mathbf K$.

The photon frequency is $\omega_q=(c/n)\sqrt{K^2+q_z^2}$, with slope
\begin{equation}
\frac{d\omega_q}{dq_z}=\frac cn\frac{q_z}{\sqrt{K^2+q_z^2}}
=\frac cn\cos\theta
\end{equation}
at the positive resonant $q_z$. In the golden rule, the sum over $q_z$ becomes $L_z/(2\pi)$ times an integral. The two resonant values $\pm q_z$, which describe emission to the two sides, contribute equally:
\begin{align}
\Gamma&=2\pi\sum_{q_z}|g_q|^2\delta(\omega_q-\omega_0)\nonumber\\
&=2\pi\,\frac{L_z}{2\pi}\,2\,
\frac{2\pi\omega_0M^2e_\parallel^2}{n^2L_z}\,
\frac{n}{c\cos\theta}
=\frac{4\pi\omega_0M^2}{nc}\frac{e_\parallel^2}{\cos\theta}.
\end{align}
This is \eqref{eq:gamma0} at normal emission, and for the two polarizations
\begin{equation}
\Gamma_s=\frac{\Gamma_0}{\cos\theta},\qquad
\Gamma_p=\Gamma_0\cos\theta .
\label{eq:angles}
\end{equation}
The $s$ rate grows with angle because the photon density of states at fixed $K$ grows as $1/\cos\theta$. For $p$ polarization the squared projection $\cos^2\theta$ outweighs this growth.

If $K>n\omega_0/c$, no real $q_z$ satisfies $\omega_q=\omega_0$, and the radiative width vanishes. The exciton then carries an evanescent field that transports no energy away from a perfect sheet. Disorder or an edge breaks the conservation of $\mathbf K$ and can thereby make the decay possible again.

The golden rule also fails close to the edge of the light cone. At fixed $K$ the photon continuum begins at $cK/n=\omega_0\sin\theta$, and the rate is meaningful if the width is small compared with the distance $\omega_0(1-\sin\theta)$ to this threshold. Near the edge $1-\sin\theta\simeq\frac12\cos^2\theta$, so the condition for $s$ polarization is
\begin{equation}
\frac{\Gamma_0}{\cos\theta}\ll\frac{\omega_0\cos^2\theta}{2},
\qquad
\cos^3\theta\gg\frac{2\Gamma_0}{\omega_0}.
\end{equation}
The divergence of $\Gamma_s$ at grazing emission thus lies outside the range of the formula. The weak-coupling picture also fails just outside the cone. There the non-radiating state of $s$ polarization is a strong mixture of exciton and guided photon, and a bare exciton overlaps it only in part. For the parameters of the example, the long-time survival probability is about two thirds at $0.5\%$ beyond the edge momentum and below one half at the edge.

In the example,
\begin{equation}
\Gamma_0=\frac{4\pi(0.07)(0.02238)}{2(137.036)}
=7.18\times10^{-5}\ \text{hartree},
\end{equation}
which is $1.95$ meV and corresponds to a lifetime of $337$ fs. At $60^\circ$ the formulas give $\Gamma_s=2\Gamma_0=1.437\times10^{-4}$ and $\Gamma_p=\Gamma_0/2=3.59\times10^{-5}$ hartree. The edge of the cone lies at $K=0.00102$ bohr$^{-1}$. For a total exciton mass of $1$, the kinetic energy there is $5.2\times10^{-7}$ hartree, less than one percent of $\Gamma_0$. Neglecting the exciton dispersion inside the cone is therefore justified, except for $p$ polarization close to the edge, where $\Gamma_p$ itself goes to zero. The same kinetic energy corresponds to a temperature of only $0.16$ K. A thermal exciton population at higher temperature lies mostly outside the cone, so the lifetime $1/\Gamma_0$ is not the decay time of such a population.

The golden rule was tested by evolving the exciton together with a dense set of discrete photon modes, without assuming exponential decay. The rates extracted from the survival probability are $7.20\times10^{-5}$ at normal emission, and $1.443\times10^{-4}$ and $3.60\times10^{-5}$ hartree for $s$ and $p$ at $60^\circ$. Each lies within half a percent of its formula. At $1.2$ times the edge momentum, the survival probability dips briefly to about $0.99$, by an amount that depends slightly on the highest photon frequency kept. It then stays near $0.993$ up to the time $3/\Gamma_0$, at which a decaying exciton at $K=0$ would retain about five percent.

The reflection coefficient follows from the response of the same dipole to a classical field. Let the field at the sheet be $\mathcal Ee^{-i\omega t}+\mathcal E^*e^{i\omega t}$, and take $D$ real. To first order in the field, the exciton amplitude $b$ obeys
\begin{equation}
i\dot b=\omega_0b-D\left(\mathcal Ee^{-i\omega t}+\mathcal E^*e^{i\omega t}\right),
\end{equation}
with the driven solution
\begin{equation}
b=\frac{D\mathcal E}{\omega_0-\omega}e^{-i\omega t}
+\frac{D\mathcal E^*}{\omega_0+\omega}e^{i\omega t}.
\end{equation}
The induced dipole is $D(b+b^*)$. Its part varying as $e^{-i\omega t}$, divided by $A\mathcal E$, is the sheet susceptibility
\begin{equation}
\chi=M^2\left(\frac1{\omega_0-\omega}+\frac1{\omega_0+\omega}\right)
=\frac{2\omega_0M^2}{\omega_0^2-\omega^2}.
\end{equation}
Nonradiative energy loss is included by replacing $\omega$ with $\omega+i\gamma/2$. Near resonance this gives
\begin{equation}
\chi\simeq\frac{M^2}{\omega_0-\omega-i\gamma/2}.
\label{eq:chi}
\end{equation}
Radiative damping is not inserted here. The field in this response is the total field at the sheet, including the field that the sheet emits, and the damping will follow from Maxwell's equations.

The polarization $\chi E$ carries the sheet current $j=-i\omega\chi E$. At normal incidence, let $E$ point along $x$. A wave travelling towards positive $z$ has $B_y=nE$, and one travelling towards negative $z$ has $B_y=-nE$. The tangential electric field is continuous, hence $t=1+r$. The curl equation for $\mathbf B$, integrated across the sheet, gives $B_y(0^+)-B_y(0^-)=-(4\pi/c)j$, and therefore
\begin{align}
nt-n(1-r)&=\frac{4\pi i\omega\chi}{c}\,t,\nonumber\\
2nr&=\frac{4\pi i\omega\chi}{c}(1+r).
\end{align}
With $S=-2\pi i\omega\chi/(nc)$ the second line reads $r=-S(1+r)$, so
\begin{equation}
r=-\frac{S}{1+S},\qquad t=\frac1{1+S}.
\label{eq:rS}
\end{equation}
Near resonance, the slowly varying prefactor $\omega$ may be replaced by $\omega_0$. Then
\begin{equation}
S=-\frac{i\Gamma_0/2}{\omega_0-\omega-i\gamma/2},
\end{equation}
and \eqref{eq:rS} becomes the reflection coefficient in \eqref{eq:results}. The golden-rule width has reappeared in the denominator as the reaction of the emitted field on the exciton.

At oblique incidence, $r$ refers to the tangential electric field. The ratio of tangential magnetic to tangential electric field, which is $n$ at normal incidence, becomes $n\cos\theta$ for $s$ and $n/\cos\theta$ for $p$ polarization. Replacing $n$ in $S$ by these ratios turns $\Gamma_0$ into $\Gamma_s$ or $\Gamma_p$, in agreement with \eqref{eq:angles}. A uniaxial slab of small finite thickness, solved with Maxwell's equations, gives reflection and transmission amplitudes that differ from the sheet formulas by less than $5\times10^{-4}$ in absolute value at all tested angles and detunings.

Without nonradiative loss $r=-1$ at resonance: the emitted field cancels the incident wave behind the sheet, and a single sheet reflects all the light. With loss, the part of the energy neither reflected nor transmitted is
\begin{align}
1-|r|^2-|t|^2
&=\frac{(\gamma+\Gamma_0)^2/4-\Gamma_0^2/4-\gamma^2/4}
{(\omega_0-\omega)^2+(\gamma+\Gamma_0)^2/4}\nonumber\\
&=\frac{\Gamma_0\gamma/2}
{(\omega_0-\omega)^2+(\gamma+\Gamma_0)^2/4}.
\end{align}
Its peak value $2\Gamma_0\gamma/(\Gamma_0+\gamma)^2$ is largest, and equal to one half, for $\gamma=\Gamma_0$. With $\gamma=10^{-4}$ hartree in the example, $r=-0.718/1.718=-0.418$ at resonance. The sheet then reflects $17.5\%$, transmits $33.9\%$ and absorbs $48.7\%$ of the light.

The radiative width $\Gamma_0$ has been derived from the quantized field, and the same width has reappeared in the reflection coefficient obtained from the classical response of the sheet. It remains to derive the cavity coupling $g$ and to find how mirror and exciton losses affect the polaritons.

All numerical values are calculated from the stated model.
